\section*{The recoil force on an effusion cell with a thin orifice, part 1}

(Sections cited here and not found follow in the second part.)

\section{The force, from the beam and from the walls}

\textbf{Q.} A hot cell contains vapour at pressure $p$. I open a small hole of area $A$ in its lid, with vacuum outside, and ask for the force on the cell. My estimate takes one line. The floor opposite the hole is pushed with pressure $p$, the hole cannot be pushed, so an area $A$ of the floor is unbalanced and the force is $pA$. Do you accept that?

\textbf{A.} Not yet. The estimate assumes that opening the hole leaves the pressure on all the remaining walls unchanged. Let me find the force by a route that needs no such assumption, and then return to the walls.

Let $z$ point out of the cell, normal to the plane of the orifice. Draw a closed surface around the cell that crosses the plane of the hole. Inside it are the walls, the condensed charge and the vapour. The cell is held at rest and the vapour leaves at a steady rate, so the momentum of the contents does not change. The support must therefore supply momentum at the rate at which the beam carries it away. Apart from the weight, which the support also carries, the force of the beam on the cell is
\begin{equation}
F_z=-P',
\label{eq:balance}
\end{equation}
where $P'$ is the $z$ momentum leaving through the hole per unit time. The minus sign says that the cell is pushed away from the beam. I write $F=|F_z|$ for the magnitude.

\textbf{Q.} The charge is shrinking and vapour is moving from the charge to the hole. Is the momentum inside really constant?

\textbf{A.} The transport from charge to hole carries a momentum equal to the mass loss rate times the distance between them along $z$. This is constant when the rate is constant and the surface of the charge recedes by a negligible amount. A constant momentum needs no force. During heating or cooling the rate changes, and \eqref{eq:balance} then acquires a small transient term.

\textbf{Q.} Then calculate $P'$.

\textbf{A.} Let $f(\mathbf v)\,d^3v$ be the number of molecules per unit volume with velocities in $d^3v$. In a time $dt$ those with $v_z>0$ that cross the hole come from a slanted column of volume $A v_z\,dt$. Each brings the momentum $mv_z$, where $m$ is the molecular mass. Hence
\begin{equation}
P'=A\int_{v_z>0} m v_z^2 f(\mathbf v)\,d^3v .
\label{eq:out}
\end{equation}
One factor $v_z$ counts the molecules and the other is the momentum that each carries.

I use four assumptions here. The lid is so thin that no molecule touches the rim of the hole. The mean free path is much longer than the diameter of the hole, so that molecules leave independently. Nothing comes back from outside. The molecules arriving at the hole have the velocity distribution of vapour at rest in the cell, which requires the hole to be small compared with the surfaces that keep up the vapour.

\textbf{Q.} How does the pressure enter?

\textbf{A.} Through the same integral over all velocities. Far from the hole the kinetic pressure is
\begin{equation}
p=\int m v_z^2 f(\mathbf v)\,d^3v .
\label{eq:p}
\end{equation}
For a Maxwellian of density $n$ and temperature $T$ the mean of $v_z^2$ is $kT/m$, so $p=nm(kT/m)=nkT$. In a gas at rest $f$ is unchanged when $v_z$ is replaced by $-v_z$. The factor $v_z^2$ is unchanged too, so the two half-spaces of velocity contribute equally to \eqref{eq:p}. The outgoing half is
\begin{equation}
\int_{v_z>0} m v_z^2 f\,d^3v=\frac p2 .
\label{eq:half}
\end{equation}
With \eqref{eq:balance} and \eqref{eq:out} this gives
\begin{equation}
F=\frac{pA}{2}.
\label{eq:F}
\end{equation}
There is no sideways force: the $x$ momentum leaving per second is $A\int_{v_z>0}m v_xv_z f\,d^3v$, and for an isotropic gas the contributions of $v_x$ and $-v_x$ cancel.

\textbf{Q.} On a solid wall the pressure is $p$, and on the hole you find half of it. Where is the other half in the case of a wall?

\textbf{A.} A wall receives the momentum of the molecules that arrive and also recoils from those that leave it. In equilibrium the two groups have mirror-image distributions, and each contributes $p/2$. At the hole there are departing molecules but no returning ones.

\textbf{Q.} I am suspicious of the missing mass. A heavy molecule surely kicks harder than a light one.

\textbf{A.} It does, but at the same pressure and temperature it leaves less often. Take the Maxwellian. The distribution of $v_z$ alone is
\begin{equation}
g(v_z)=n\sqrt{\frac{a}{\pi}}\;e^{-a v_z^2},
\qquad a=\frac{m}{2kT}.
\end{equation}
The number leaving per unit area and time is
\begin{align}
J&=\int_0^\infty v_z\,g\,dv_z
 =n\sqrt{\frac a\pi}\,\frac1{2a}
 =\frac{n}{2\sqrt{\pi a}}\nonumber\\
 &=n\sqrt{\frac{kT}{2\pi m}}
 =\frac{p}{\sqrt{2\pi mkT}},
\label{eq:J}
\end{align}
where the last step uses $n=p/kT$. The mean $z$ momentum of an escaping molecule must be weighted by the rate of escape, which contains one more factor $v_z$:
\begin{align}
\bar q&=m\,\frac{\int_0^\infty v_z^2e^{-av_z^2}dv_z}
{\int_0^\infty v_ze^{-av_z^2}dv_z}
 =m\,\frac{\sqrt\pi/(4a^{3/2})}{1/(2a)}
 =\frac m2\sqrt{\frac{\pi}{a}}\nonumber\\
 &=\frac12\sqrt{2\pi mkT}
 =\sqrt{\frac{\pi mkT}{2}} .
\label{eq:q}
\end{align}
The flux falls as $m^{-1/2}$ and the momentum per molecule grows as $m^{1/2}$. Their product is
\begin{equation}
J\bar q=\frac{p}{\sqrt{2\pi mkT}}\;\frac{\sqrt{2\pi mkT}}{2}=\frac p2 .
\end{equation}
The temperature cancels in the same way. Rotation and vibration of the molecule do not appear, because they carry no momentum of the centre of mass.

\textbf{Q.} So the force is independent of mass in every comparison?

\textbf{A.} No. It is so at fixed $p$ and $A$. Suppose instead that two vapours have the same mass loss rate $M'=mJA$ at the same temperature. The force is the number leaving per second times the mean momentum, so
\begin{equation}
F=\frac{M'}{m}\,\bar q=M'\sqrt{\frac{\pi kT}{2m}} .
\label{eq:fixedrate}
\end{equation}
In that comparison the lighter vapour gives the larger force.

\textbf{Q.} Does the result need a Maxwellian?

\textbf{A.} Equation \eqref{eq:half} used the symmetry of $f$ and nothing else about its form. The flux \eqref{eq:J} does need the Maxwellian. As an example take an isotropic gas with $f$ proportional to $\exp[-(v/v_0)^4]$. Numerical integration over its velocities again gives an outgoing momentum flux of half the pressure. Its particle flux, however, is 1.0299 times the value that \eqref{eq:J} gives when $kT$ is replaced by $p/n$. The force law therefore asks less of the vapour than the law for the mass loss.

\textbf{Q.} And if the vapour drifts towards the hole?

\textbf{A.} Then the symmetry is lost. Let a Maxwellian drift with a small speed $u$ along $z$ and put $w=v_z-u$. The outgoing momentum flux becomes
\begin{align}
m\int_{-u}^{\infty}(w+u)^2g(w)\,dw
&\simeq m\int_0^\infty(w^2+2uw)\,g(w)\,dw\nonumber\\
&=\frac p2+2umJ .
\end{align}
I have dropped terms of second and higher order in $u$. The strip $-u<w<0$ is among them, since its width is $u$ and its integrand is at most of order $u^2$. Relative to $p/2$ the correction is
\begin{equation}
\frac{4umJ}{p}=4u\sqrt{\frac{m}{2\pi kT}} .
\end{equation}
The factor one half thus requires $u\ll\sqrt{kT/m}$. A small hole in a large cell meets this condition. A wide-open crucible, in which the vapour streams towards the mouth, does not.

\textbf{Q.} Now back to my floor. It is hit from above by vapour at pressure $p$. Which part of my argument fails?

\textbf{A.} The pressure on the floor is lower than $p$, by a small amount spread over a large area. To see this, consider a cell whose inner walls all emit vapour at the equilibrium rate, as a hot surface covered with the condensed phase would if every arriving molecule stuck to it. Before the hole is opened, each wall element $dS$ with normal $\mathbf N$ pointing out of the cavity feels the force $p\mathbf N\,dS$. Over the closed surface these forces add up to zero.

Now remove a patch of area $A$ from the lid. If the rest still felt the full pressure, the force would be
\begin{equation}
p\int_{\rm walls}\mathbf N\,dS
=p\left(\oint\mathbf N\,dS-A\hat{\mathbf z}\right)
=-pA\,\hat{\mathbf z},
\end{equation}
which is your estimate. But the removed patch used to emit molecules into the cell. They moved towards negative $z$ and carried the momentum $-(pA/2)\hat{\mathbf z}$ per second, which they delivered to the walls where they landed. They are now absent, so their push must be taken away:
\begin{equation}
\mathbf F=-pA\,\hat{\mathbf z}-\left(-\frac{pA}{2}\,\hat{\mathbf z}\right)
=-\frac{pA}{2}\,\hat{\mathbf z}.
\end{equation}
Both routes agree.

\textbf{Q.} You assert that the missing molecules would have delivered $pA/2$. Show me where they land.

\textbf{A.} For that I need the angular distribution. Let $\theta$ be the angle between a molecule's path and the normal of the hole. With an isotropic $f(v)$, the $z$ momentum passing per unit area and time within the solid angle $d\Omega$ is
\begin{equation}
d\Pi=\cos^2\theta\,d\Omega\int_0^\infty m v^4f(v)\,dv .
\end{equation}
Two powers of $v$ come from $v_z^2=v^2\cos^2\theta$ and two from $d^3v=v^2dv\,d\Omega$. To express the integral by $p$, integrate over the full sphere, where $\int\cos^2\theta\,d\Omega=4\pi/3$. By \eqref{eq:p} the result is $p$, so the integral equals $3p/4\pi$ and
\begin{equation}
d\Pi=\frac{3p}{4\pi}\cos^2\theta\,d\Omega .
\label{eq:ang}
\end{equation}

Take a cube of unit edge with a very small hole at the centre of its lid, and let the mean free path be much longer than the edge, so that molecules fly straight from the hole to the walls. This is a stronger condition than the one at the hole. The total $pA/2$ does not need it, but the split between floor and sides does. A floor point with horizontal coordinates $x,y$ lies at the distance $R=\sqrt{1+x^2+y^2}$ from the hole, and $\cos\theta=1/R$. The floor element $dx\,dy$ fills the solid angle $\cos\theta\,dx\,dy/R^2$. The missing push on the floor, divided by $pA$, is
\begin{equation}
\frac{3}{4\pi}\int_{-1/2}^{1/2}\!\int_{-1/2}^{1/2}
\frac{dx\,dy}{(1+x^2+y^2)^{5/2}}=0.1681 .
\end{equation}
On a side wall, at depth $h$ below the lid and lateral coordinate $y$, the distance is $R=\sqrt{1/4+y^2+h^2}$. Now $\cos\theta=h/R$, and the path makes an angle of cosine $1/(2R)$ with the normal of that wall. The four side walls together miss
\begin{equation}
4\cdot\frac{3}{4\pi}\int_0^1\!dh\int_{-1/2}^{1/2}\!dy\,
\frac{h^2}{2\,(1/4+y^2+h^2)^{5/2}}=0.3319 .
\end{equation}
The sum is 0.5000, as required. In this cube about two thirds of the missing push is a shear on the side walls, which an argument about the pressure on the floor does not include.

\textbf{Q.} And if the side walls do not emit at the equilibrium rate but merely return what they receive?

\textbf{A.} Then the deficit is passed on from wall to wall and the bookkeeping is longer. The momentum balance \eqref{eq:balance} is unaffected, because it does not ask how the walls share the force. What matters is the distribution of the molecules that reach the hole.

\textbf{Q.} Which part of the beam carries the recoil?

\textbf{A.} Mostly the part near the axis. The share of the recoil inside a cone of half-angle $\theta_0$ is, from \eqref{eq:ang},
\begin{equation}
\frac{\int_0^{\theta_0}\cos^2\theta\sin\theta\,d\theta}
{\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta}
=\frac{(1-\cos^3\theta_0)/3}{1/3}=1-\cos^3\theta_0 .
\end{equation}
It equals one half for $\cos\theta_0=2^{-1/3}$, or $\theta_0=37.47^\circ$. The number of molecules has one factor $\cos\theta$ instead of two, so the share of molecules in the same cone is $\sin^2\theta_0=0.3700$. Thus 37\% of the molecules supply half of the recoil. Those leaving at grazing angles count fully in the mass loss but add little to the force.

Momentum balance and the forces on the walls both give a recoil of $pA/2$ for a small, thin orifice without collisions near it, independent of the molecular mass at fixed $p$ and $A$. It remains to put in numbers for a silver cell, to find the molecular mass from the force and the mass loss together, and to examine the thickness of a real lid and the other neglected effects.
